Spin-orbit coupling in helium-like 1s nl states with a compact core

**1. The situation**

In a helium-like atom with one electron in 1s and the other in nl, l ≥ 1, only the outer electron has orbital angular momentum l, but both electrons have spin. The outer spin s₂ couples to l through the electric field in which that electron moves. The core spin s₁ also couples to l, because the circulating outer electron makes a magnetic field at the core. These two couplings have opposite signs, and only the first depends on Z. When the core is small compared with the distances that dominate the outer electron's average of r⁻³ (section 5), their sum is

H_eff = α² [(Z−1) l·s₂ − 2 l·s₁] / (2r³).   (1)

Here Z is the nuclear charge and r the distance of the outer electron from the nucleus. Within triplets this operator carries the factor Z−3; between singlet and triplet it carries Z+1.

I use Hartree atomic units, to which the prefactor in (1) belongs; in Rydberg units the same operator reads α²[…]/r³. The speed of light is 1/α and the electron charge is −1. The nucleus is a fixed point charge, so recoil is left out, and the electron g-factor is set to 2. Symbols in dot and cross products are vectors.

**2. Where the couplings come from**

Let an electron have potential energy V. With φ and χ the upper and lower Dirac components, ε the energy without rest energy, and c = 1/α, the Dirac equation is

Vφ + c σ·p χ = εφ,
c σ·p φ + (V − 2c²)χ = εχ.

The second line gives χ = c σ·p φ/(2c² + ε − V). To first order in (ε−V)/(2c²), the first line becomes

[V + p²/2 − (α²/4) σ·p (ε−V) σ·p] φ = εφ.

The spin-dependent part comes from V between the two factors σ·p. Since σ_aσ_b = δ_ab + iε_abc σ_c and p acting on V gives −i∇V, this part is

(α²/4) σ·(∇V × p) = (α²/2) s·(∇V × p),   s = σ/2.   (2)

Restoring the normalization of φ brings in only (σ·p)² = p², which has no spin, so (2) is unaffected.

In a magnetic field B = ∇×A, p is replaced by π = p + αA. Then (σ·π)²/2 contains (i/2)σ·(π×π), and π×π = −iαB. The magnetic spin energy is therefore

α s·B.   (3)

An electron moving with velocity p through the field E = ∇V sees in its rest frame the field αE×p, for which (3) alone would give α² s·(∇V×p). The electric coupling (2) is half of this; the reduction is called the Thomas factor. The magnetic coupling (3) has no such reduction.

Now apply both to electron i, with r_ij = r_i − r_j. Its potential energy is −Z/r_i + 1/r_ij, whose gradient is Z r_i/r_i³ − r_ij/r_ij³. Equation (2) gives

(α²/2)[Z l_i·s_i/r_i³ − (r_ij × p_i)·s_i/r_ij³].

Electron j, of charge −1 and velocity p_j, produces at electron i the field

B = −α p_j × r_ij/r_ij³ = α r_ij × p_j/r_ij³.

By (3) the energy is α² s_i·(r_ij × p_j)/r_ij³. Exchanging the labels and using r_ji = −r_ij turns this into −α² s_j·(r_ij × p_i)/r_ij³. Corrections to the Coulomb field, to the field of a slow charge and to velocity = p are smaller by a further α². Adding everything,

H = (α²/2) { Σ_i Z l_i·s_i/r_i³ − Σ_{i≠j} (r_ij × p_i)·(s_i + 2s_j)/r_ij³ }.   (4)

The 2 in front of s_j is thus the full magnetic coupling next to the halved electric one. The interaction between the two magnetic moments is also of order α²; it is added in section 6.

**3. Averaging over the core**

Let electron 1 occupy a real, normalized 1s function φ(r₁) with density ρ = φ². Hold r₂ fixed and average (4) over r₁.

The nuclear term of electron 1 vanishes because l₁φ = 0.

The term with p₁ also vanishes. Put G = r₁₂/r₁₂³. Then

⟨G × p₁⟩ = −i∫φ G×∇φ d³r₁ = −(i/2)∫G×∇ρ d³r₁.

Since ∇×G = 0, the identity ∇×(ρG) = ∇ρ×G + ρ∇×G gives G×∇ρ = −∇×(ρG). The integral reduces to surface terms. The one at infinity vanishes because ρ decays; the one on a small sphere around r₂ vanishes because G is parallel to the surface normal. Physically, a real 1s function carries no current.

In the term with p₂ we need the average of r₂₁/r₂₁³. This is the electric field at r₂ of a spherical unit positive charge with density ρ. By the shell theorem,

⟨r₂₁/r₂₁³⟩ = Q(r) r₂/r³,

where Q(r) is the probability of finding the core electron inside r. For a 1s orbital of charge Z,

Q(r) = ∫₀^r 4Z³r′² e^(−2Zr′) dr′ = 1 − e^(−2Zr)(1 + 2Zr + 2Z²r²).

With l = r₂ × p₂, the direct part of (4) is

H_dir = (α²/2r³) l·[Z s₂ − Q(s₂ + 2s₁)].   (5)

If the region inside the core contributes little to the outer electron's average of r⁻³, Q may be replaced by 1, and (5) becomes (1). The coefficient Z−1 is the nuclear charge screened by one core electron; the coefficient −2 is the magnetic coupling of the core spin to the outer orbit.

**4. The factors Z−3 and Z+1**

Write

(Z−1)s₂ − 2s₁ = a(s₁+s₂) + b(s₂−s₁).

Comparing coefficients, a+b = Z−1 and a−b = −2, so

a = (Z−3)/2,   b = (Z+1)/2.

With S = s₁+s₂,

H_eff = (α²/4r³) [(Z−3) l·S + (Z+1) l·(s₂−s₁)].   (6)

The operator S does not change the total spin and gives zero on a singlet. The difference s₂−s₁ changes sign when the spins are exchanged. Triplets are even and singlets odd under this exchange, so the difference connects singlet to triplet and has no elements within either.

**Within the triplet.** Let R = ⟨r⁻³⟩ and A = α²(Z−3)R/4. The energy is AΛ, where Λ is the value of l·S:

Λ = [J(J+1) − l(l+1) − 2]/2 = l, −1, −(l+1)   for J = l+1, l, l−1.

For Z = 2 the constant A is negative, and this part alone puts the largest J lowest. For Z = 3 it vanishes in the compact limit; for Z > 3 it has the sign of ordinary one-electron spin-orbit coupling.

**Between singlet and triplet.** Let |0⟩ be the spin singlet and d = s₂−s₁. Since S|0⟩ = 0, we have d|0⟩ = 2s₂|0⟩. Hence

⟨0|d_a d_b|0⟩ = 4⟨0|s₂ₐ s₂ᵦ|0⟩ = δ_ab.

The last step uses s_a s_b = δ_ab/4 + (i/2)ε_abc s_c and the vanishing mean of s₂ in the singlet. The squared norm of l·d acting on the singlet state is therefore Σ_a⟨l_a²⟩ = l(l+1). Because l·d is a scalar, it preserves J and its projection, and a singlet has J = l. The one triplet state with the same J and projection receives the whole norm. The mixing element has magnitude

M = α²(Z+1)R √(l(l+1))/4.   (7)

Its sign depends on the phases of the states and does not affect the energies.

**5. Exchange and the limit of the compact core**

So far the electrons have been treated as distinguishable. Let P exchange both position and spin, and antisymmetrize product states with (1−P)/√2. Because H commutes with P and (1−P)² = 2(1−P), the matrix element between antisymmetrized states is

⟨a|H|b⟩ − ⟨a|HP|b⟩.

For the Coulomb repulsion the second term is −K times the exchange of spins, where K is the Coulomb exchange integral. The singlet moves by +K and the triplet by −K.

For the spin-orbit operator, the nuclear terms have no exchange part, because 1s and nl are orthogonal. For the others, define X through

⟨1s(1) nlm(2)| r₂₁×p₂/r₂₁³ |nlm′(1) 1s(2)⟩ = X⟨m|l|m′⟩.

The corresponding element of r₁₂×p₁/r₁₂³ follows by renaming the electrons and taking the Hermitian conjugate. It is (X⟨m′|l|m⟩)*, which equals X⟨m|l|m′⟩ for real X. The minus sign of antisymmetrization cancels the minus sign in (4), and the total exchange part is

(α²/2) X l·[(s₂+2s₁) + (s₁+2s₂)] = (3α²/2) X l·S.

The exchange of spins gives +1 on a triplet, and S removes the singlet, so no further factor is needed. This term contributes to the triplet energies but not to the mixing.

Let D = ⟨Q r⁻³⟩. Splitting the spins in (5) as before gives Z−3Q for the triplet and Z+Q for the mixing. For fixed orbitals, the first-order factors that replace Z−3 and Z+1 are thus

triplet: Z − 3D/R + 6X/R,
mixing: Z + D/R.   (8)

To evaluate X, let ψ_m be the nl orbital and U the potential of the transition density φψ_m′. Since ∇₂(1/r₂₁) = −r₂₁/r₂₁³, integrating over electron 1 leaves

∫ψ_m* (−∇U) × pφ d³r = i∫ψ_m* ∇U×∇φ d³r.

The gradient of φ is radial: ∇φ = (r/r)φ′ in vector form. Reversing the cross product gives −i(φ′/r) r×∇U = (φ′/r) lU. The multipole expansion of 1/r₁₂ keeps only order l, and with φ = R_1s/√(4π) the result is

X = [1/(2l+1)] ∫₀^∞ R_nl R_1s′ y_l r dr,

y_l(r) = r^(−l−1)∫₀^r R_1s R_nl r′^(l+2) dr′ + r^l∫_r^∞ R_1s R_nl r′^(1−l) dr′.

For the nodeless orbitals 2p, 3d and 4f, R_nl and y_l can be taken positive while R_1s′ is negative, so X < 0.

The size of the corrections can be estimated. Let the core have radius d_c and let the outer orbital be nodeless, with the single length scale d_o. Inside the core R_nl² is of order r^(2l)/d_o^(2l+3), whereas R is of order d_o⁻³. Inserting this in the integrals gives 1−D/R and |X|/R both of order (d_c/d_o)^(2l). For such orbitals the compact approximation therefore improves quickly with l. Raising n at fixed l does not help in the same way: for a hydrogenic orbital the coefficient of r^(2l) in R_nl² is proportional to (n+l)!/[(n−l−1)! n^(2l+4)], which falls as n⁻³ at large n, just as R does (section 7), so the ratios tend to constants.

The numerical check confirms the power 2l = 2 for the triplet factor, using Gaussian orbitals with l = 1, starting from the operators in (4). When the ratio of exponents rises from 10³ to 10⁵, the ratio of sizes squared falls by 100. The departure of the triplet factor from its compact value falls from 7.5×10⁻³ to 7.5×10⁻⁵ in magnitude.

**6. The magnetic moments of the two spins**

By (3), the moments are −αs₁ and −αs₂. With n the unit vector along r₂, their dipole energy for a compact core is

H_ss = α²[s₁·s₂ − 3(s₁·n)(s₂·n)]/r³.

The contact interaction is dropped, since for l ≥ 1 the outer density vanishes at the centre.

Within fixed l, n_a n_b − δ_ab/3 is a symmetric traceless tensor. By the Wigner–Eckart theorem it is proportional to the one built from l:

n_a n_b − δ_ab/3 → −{2/[(2l−1)(2l+3)]} [(l_a l_b + l_b l_a)/2 − δ_ab l(l+1)/3].

The constant follows from the state m = l, where the angular density is proportional to sin^(2l)θ and ⟨cos²θ⟩ = 1/(2l+3). The left side is then −2l/[3(2l+3)]. On the right the bracket is l² − l(l+1)/3 = l(2l−1)/3, which gives the same value.

For spin ½, the symmetric traceless part of s₁ₐs₂ᵦ is half that of S_aS_b. The remaining contraction is

Σ_ab ½(l_a l_b + l_b l_a)S_aS_b = (l·S)² + ½ l·S,

where the second term comes from [l_a,l_b] = iε_abc l_c and Σ_ab ε_abc S_aS_b = iS_c. The trace removes l(l+1)S²/3 = 2l(l+1)/3. The triplet shift is

E_ss = {3α²R/[(2l−1)(2l+3)]} [Λ² + Λ/2 − 2l(l+1)/3].   (9)

A singlet has no spin tensor of rank two, so H_ss neither shifts it nor mixes it with the triplet.

**7. Helium 1s4f**

Take Z = 2, a 1s orbital of charge 2 and a hydrogenic 4f orbital of charge q = Z−1 = 1. For a hydrogenic orbital with l ≥ 1 the mean radial force vanishes, which gives l(l+1)⟨r⁻³⟩ = q⟨r⁻²⟩. Differentiating the energy −q²/[2(n_r+l+1)²] with respect to l at fixed radial quantum number n_r gives (l+½)⟨r⁻²⟩ = q²/n³. Hence

R = q³/[n³ l(l+½)(l+1)] = 1/(64·3·3.5·4) = 3.720×10⁻⁴ a₀⁻³.

In frequency units α²R = 130.35 MHz. For 4f, the factors in (8) are −1.0003 and 3.0000, against −1 and 3 in the compact limit, so (1) serves well. It gives

A = −130.35/4 = −32.59 MHz,
M = (3/4)·130.35·√12 = 338.7 MHz = 5.15×10⁻⁸ hartree.

For l = 3 the prefactor in (9) is α²R/15 = 8.69 MHz. With Λ = 3, −1, −4, the brackets are 2.5, −7.5 and 6. The triplet shifts are:

J = 4: orbit −97.8 MHz, spin-spin +21.7 MHz
J = 3: orbit +32.6 MHz, spin-spin −65.2 MHz
J = 2: orbit +130.3 MHz, spin-spin +52.1 MHz

The Coulomb exchange integral is K = 168.7 MHz. Measured from the mean of the Coulomb singlet and triplet, the unmixed J = 3 energies are

E_S = 168.7 MHz,
E_T = −168.7 + 32.6 − 65.2 = −201.3 MHz.

The mixing element is larger than half their separation, so it cannot be treated as a small perturbation. The two-by-two matrix with diagonal elements E_S, E_T and off-diagonal element M has the eigenvalues

E± = (E_S+E_T)/2 ± √{[(E_S−E_T)/2]² + M²}
   = −16.3 ± √(185.0² + 338.7²) MHz,

which are about 370 and −402 MHz. The mixing angle θ follows from

tan 2θ = 2M/(E_S−E_T) = 677.3/370.0,   θ ≈ 31°.

The lower J = 3 state has singlet weight sin²θ = 0.26 and the upper one 0.74. Neither is close to a pure singlet or triplet. In ascending order the four levels are

J = 3: −402 MHz
J = 4: −245 MHz
J = 2: 14 MHz
J = 3: 370 MHz

These are energies of a first-order model with fixed orbitals. The response of the core to the outer electron and other second-order effects are absent. The core response matters here: mixing in configurations with the core electron excited to p and the outer electron in d or g lowers the singlet-triplet gap from 2K = 337 MHz to about 180 MHz. With M unchanged, this raises the mixing angle to about 36°. Adding configurations of type df and dh lowers the gap further, to below 170 MHz, and brings the angle to about 37°. The levels above therefore illustrate how the couplings compete; they are not predictions for real helium.

**8. Low l: where the compact operator fails**

With the same choice of orbitals, (8) gives for helium:

1s2p: triplet factor −1.44, mixing factor 2.82
1s3d: triplet factor −1.02, mixing factor 2.995

For 2p, penetration removes 18% of the direct two-electron average: 1−D/R = 0.181. Taken alone, this would raise the triplet factor from −1 to −0.46. Exchange contributes 6X/R = −0.98 and more than reverses that change:

−1 + 3·0.181 − 0.983 = −1.44.

The mixing factor has no exchange part and drops only from 3 to 2.82. A correction for penetration alone would thus move the 2p triplet factor in the wrong direction within this model. The numbers depend on the orbital. If the 2p orbital is relaxed in the Coulomb and triplet-exchange field of the same fixed core, R rises from 0.042 to 0.065 a₀⁻³, 1−D/R becomes 0.27, 6X/R becomes −1.11 and the triplet factor −1.30; exchange still outweighs penetration. The spin-spin formula (9) also assumes a compact core, so it should not be combined with these 2p factors to predict the helium 2p intervals.

Computed values

```
Nuclear charge Z (core orbital charge): 2
Outer orbital charge Z-1: 1
Fine-structure constant alpha: 0.007297353
Compact limit: triplet factor -1, mixing factor 3
1s2p: <r^-3> = 4.166667e-02 a0^-3
1s2p: penetration loss 1-D/R = 1.808e-01
1s2p: exchange part 6X/R = -9.830e-01
1s2p: finite-core triplet factor = -1.44064
1s2p: finite-core mixing factor = 2.81920
1s3d: <r^-3> = 2.469136e-03 a0^-3
1s3d: penetration loss 1-D/R = 4.904e-03
1s3d: exchange part 6X/R = -3.777e-02
1s3d: finite-core triplet factor = -1.02306
1s3d: finite-core mixing factor = 2.99510
1s4f: <r^-3> = 3.720238e-04 a0^-3
1s4f: penetration loss 1-D/R = 4.314e-05
1s4f: exchange part 6X/R = -3.806e-04
1s4f: finite-core triplet factor = -1.00025
1s4f: finite-core mixing factor = 2.99996
1s4f: Coulomb exchange K = 168.69 MHz
1s4f: singlet-triplet Coulomb gap 2K = 337.39 MHz
1s4f: alpha^2 <r^-3> = 130.349 MHz
1s4f: triplet constant A = alpha^2 (Z-3)<r^-3>/4 = -32.587 MHz
1s4f: mixing element M = 338.66 MHz = 5.1470e-08 hartree
Triplet J=4: orbit part -97.76 MHz, spin-spin part 21.72 MHz
Triplet J=3: orbit part 32.59 MHz, spin-spin part -65.17 MHz
Triplet J=2: orbit part 130.35 MHz, spin-spin part 52.14 MHz
Unmixed J=3: singlet 168.69 MHz, triplet -201.28 MHz
Levels relative to the mean of the Coulomb singlet and triplet:
  J=3: -402.18 MHz, singlet weight 0.2603
  J=4: -244.73 MHz, singlet weight 0.0000
  J=2: 13.79 MHz, singlet weight 0.0000
  J=3: 369.59 MHz, singlet weight 0.7397
Singlet-triplet mixing angle: 30.68 degrees
Gaussian test, size ratio a/b=1e3: triplet deviation -7.464e-03
Gaussian test, size ratio a/b=1e5: triplet deviation -7.500e-05
```
